**Pressure from volume scaling in a periodic path integral**

The program examines the primitive and centroid-virial estimators of $p=\beta^{-1}\partial\ln Q_P/\partial V$ for $N$ distinguishable particles with $P$ beads each, inverse temperature $\beta$, cell side $L$ and integer path windings $W$. In three dimensions it asserts that both formulas match numerical derivatives of the scaled weight of one wound configuration, and that the centroid-virial value is unchanged when a whole path is moved by lattice vectors. For two particles on a ring it asserts that both sampled averages agree, within 4.5 standard errors, with the derivative of $\ln Q_P$ from a transfer matrix at $P=4$, 16 and 64. It also asserts the free-particle winding formula, the chi-squared variance of the internal springs, and a Trotter error ratio near 4 between $P=16$ and 32. The output at $P=16$ gives 0.4310 ± 0.0036 for the primitive form and 0.4314 ± 0.0012 for the centroid-virial form, against a reference of 0.4313 in reduced units. From $P=16$ to 64 the spread of the primitive estimator nearly doubles, while that of the centroid-virial estimator hardly changes. Omitting the winding term gives 0.6715, and restricting the paths to zero winding gives about 0.692; the program asserts that both differ from the full pressure by more than ten standard errors.

## Verification by program

```python
# Result under test: two path-integral estimators of the pressure
#   p = (1/beta) d ln Q_P / dV   in a periodic cell, V = L^d:
# primitive (all beads scale with L) and centroid-virial (only the centroid
# and the uniform winding drift scale with L; internal displacements do not).
# N particles, P beads, inverse temperature beta, mass m, integer windings W.
# Arrays of paths have shape (samples, N, P, d); W has shape (samples, N, d).
# Pair potential v(x) = v0 exp(-x^2/(2 s^2)), summed over periodic images.
# Reduced units hbar = m = k_B = 1; in one dimension pressure is a force.
import itertools
import numpy as np

hbar, m = 1.0, 1.0
beta, L0, v0, s = 2.0, 3.0, 2.0, 0.5
rng = np.random.default_rng(20)


def scaled_frame(r, W, L):
    """Centroid plus uniform drift: the part of the path that scales with L."""
    P = r.shape[2]
    k = np.arange(1, P + 1)
    drift = ((k - (P + 1) / 2) / P)[None, None, :, None] * W[:, :, None, :] * L
    return r.mean(axis=2, keepdims=True) + drift


def estimator_parts(r, W, L):
    """Spring, winding, two virials and bead-averaged potential energy."""
    S, N, P, d = r.shape
    closed = np.concatenate([r, r[:, :, :1] + W[:, :, None, :] * L], axis=2)
    step = np.diff(closed, axis=2)
    spring = m * P / (beta * hbar)**2 * (step**2).sum(axis=(1, 2, 3))
    wind = m * L**2 / (beta * hbar)**2 * (W**2).sum(axis=(1, 2))
    b = scaled_frame(r, W, L)
    vir_p, vir_c, U = np.zeros(S), np.zeros(S), np.zeros(S)
    for i, j in itertools.combinations(range(N), 2):
        x, c = r[:, i] - r[:, j], b[:, i] - b[:, j]
        shift = -L * np.rint(x / L)
        for n in itertools.product((-1, 0, 1), repeat=d):
            move = shift + L * np.array(n)
            y = x + move
            g = v0 * np.exp(-(y * y).sum(axis=-1) / (2 * s * s))
            U += g.sum(axis=1) / P
            vir_p -= (g * (y * y).sum(axis=-1)).sum(axis=1) / (P * s * s)
            vir_c -= (g * (y * (c + move)).sum(axis=-1)).sum(axis=1) / (P * s * s)
    return spring, wind, vir_p, vir_c, U


def pressures(parts, N, P, d, L):
    spring, wind, vir_p, vir_c, _ = parts
    prim = (d * N * P / beta - spring - vir_p) / (d * L**d)
    cv = (d * N / beta - wind - vir_c) / (d * L**d)
    return prim, cv


def log_weight(r, W, L):
    """Log of one path's weight, direct loops and a wide unwrapped image sum."""
    N, P, d = r.shape
    images = L * np.array(list(itertools.product(range(-5, 6), repeat=d)))
    total = 0.0
    for k in range(P):
        for i in range(N):
            after = r[i, k + 1] if k < P - 1 else r[i, 0] + W[i] * L
            total -= m * P / (2 * beta * hbar**2) * np.sum((after - r[i, k])**2)
            for j in range(i):
                y = r[i, k] - r[j, k] + images
                total -= beta / P * v0 * np.exp(-(y**2).sum(1) / (2 * s * s)).sum()
    return total


# Three dimensions: differentiate the weight of a wound configuration.
N3, P3, d3 = 3, 5, 3
W3 = np.array([[[1, 0, 0], [0, -1, 0], [0, 0, 0]]])
u3 = 0.3 * rng.normal(size=(1, N3, P3, d3))
u3 -= u3.mean(axis=2, keepdims=True)
center3 = np.array([[0.4, 0.6, 0.5], [1.1, 0.9, 0.8], [2.7, 0.5, 1.0]])
base3 = np.zeros((1, N3, P3, d3)) + center3[None, :, None, :]
r3 = scaled_frame(base3, W3, L0) + u3
prim3, cv3 = [a[0] for a in pressures(estimator_parts(r3, W3, L0), N3, P3, d3, L0)]
eps = 1e-4


def weight_scaled(f, all_beads):
    if all_beads:
        return log_weight(f * r3[0], W3[0], f * L0) + d3 * N3 * P3 * np.log(f)
    frame = (r3 - u3)[0]
    return log_weight(f * frame + u3[0], W3[0], f * L0) + d3 * N3 * np.log(f)


fd3 = [(weight_scaled(1 + eps, a) - weight_scaled(1 - eps, a))
       / (2 * eps * beta * d3 * L0**d3) for a in (True, False)]
assert abs(fd3[0] - prim3) < 1e-6 and abs(fd3[1] - cv3) < 1e-6
moved = r3.copy()
moved[:, 0] += L0 * np.array([1, -2, 0])
cv_moved = pressures(estimator_parts(moved, W3, L0), N3, P3, d3, L0)[1][0]
assert abs(cv_moved - cv3) < 1e-10


# One dimension, two particles: references from ln Q.
def log_q_transfer(L, P, M=24):
    x = np.arange(M) * L / M
    diff = x[:, None] - x[None, :]
    tau = beta / P
    kernel = sum(np.exp(-m * (diff + w * L)**2 / (2 * hbar**2 * tau))
                 for w in range(-6, 7)) * np.sqrt(m / (2 * np.pi * hbar**2 * tau))
    U = sum(v0 * np.exp(-(diff + w * L)**2 / (2 * s * s)) for w in range(-4, 5))
    half = np.exp(-tau * U.ravel() / 2)
    T = half[:, None] * np.kron(kernel, kernel) * half[None, :] * (L / M)**2
    return np.log(np.sum(np.linalg.eigvalsh(T)**P))


def log_q_planewave(L, nmax=10):
    n = np.array(list(itertools.product(range(-nmax, nmax + 1), repeat=2)))
    q = n[:, None, 0] - n[None, :, 0]
    same_total = n.sum(1)[:, None] == n.sum(1)[None, :]
    vq = v0 * s * np.sqrt(2 * np.pi) / L * np.exp(-(2 * np.pi * q * s / L)**2 / 2)
    H = np.where(same_total, vq, 0.0)
    H += np.diag(hbar**2 / (2 * m) * (2 * np.pi / L)**2 * (n**2).sum(1))
    return np.log(np.sum(np.exp(-beta * np.linalg.eigvalsh(H))))


def force_from(log_q):
    h = 1e-3
    return (log_q(L0 + h) - log_q(L0 - h)) / (2 * h * beta)


p_ref = {P: force_from(lambda L: log_q_transfer(L, P)) for P in (4, 8, 16, 32, 64)}
p_limit = force_from(log_q_planewave)
trotter_ratio = (p_ref[16] - p_limit) / (p_ref[32] - p_limit)
assert 3.7 < trotter_ratio < 4.3

# Free particles: plane-wave pressure against the winding formula.
nn = np.arange(-40, 41)
En = hbar**2 * (2 * np.pi * nn / L0)**2 / (2 * m)
free_pw = 2 * np.sum(2 * En * np.exp(-beta * En)) / np.sum(np.exp(-beta * En)) / L0
prob_w = np.exp(-m * (nn * L0)**2 / (2 * beta * hbar**2))
prob_w /= prob_w.sum()
w2_free = np.sum(prob_w * nn**2)
free_wind = 2 / (beta * L0) - 2 * m * L0 * w2_free / (beta * hbar)**2
assert abs(free_pw - free_wind) < 1e-10


def draw(P, batches=10, size=20000):
    """Independent free paths with their interaction weights."""
    out = []
    for _ in range(batches):
        W = rng.choice(nn, p=prob_w, size=(size, 2, 1))
        g = rng.normal(size=(size, 2, P, 1)) * np.sqrt(beta * hbar**2 / (m * P))
        g -= g.mean(axis=2, keepdims=True)
        u = np.cumsum(g, axis=2)
        u -= u.mean(axis=2, keepdims=True)
        center = np.zeros((size, 2, P, 1)) + L0 * rng.random((size, 2, 1, 1))
        r = scaled_frame(center, W, L0) + u
        parts = estimator_parts(r, W, L0)
        unwound = np.all(W == 0, axis=(1, 2)).astype(float)
        out.append(np.array(list(parts) + [unwound]))
    return np.concatenate(out, axis=1)


def average(a, w):
    """Weighted mean, its standard error, and the spread of single paths."""
    mean = np.sum(w * a) / np.sum(w)
    err = np.sqrt(np.sum((w * (a - mean))**2)) / np.sum(w)
    return mean, err, np.sqrt(np.sum(w * (a - mean)**2) / np.sum(w))


results, spring_var = {}, {}
for P in (4, 16, 64):
    data = draw(P)
    w = np.exp(-beta * data[4])
    prim, cv = pressures(data[:5], 2, P, 1, L0)
    results[P] = (average(prim, w), average(cv, w))
    for mean, err, _ in results[P]:
        assert abs(mean - p_ref[P]) < 4.5 * err
    gap = average(prim - cv, w)
    assert abs(gap[0]) < 4.5 * gap[1]
    internal = beta * (data[0] - data[1])
    spring_var[P] = internal.var()
    assert abs(spring_var[P] / (4 * (P - 1)) - 1) < 0.05
    if P == 16:
        part_means = [average(data[i], w)[0] for i in range(4)]
        no_wind = average(cv + data[1] / L0, w)
        w_zero = w * data[5]
        zero_prim, zero_cv = average(prim, w_zero), average(cv, w_zero)
        zero_gap = average(prim - cv, w_zero)
        zero_fraction = w_zero.sum() / w.sum()

assert abs(no_wind[0] - p_ref[16]) > 10 * no_wind[1]
assert abs(zero_gap[0]) < 4.5 * zero_gap[1]
assert abs(zero_cv[0] - p_ref[16]) > 10 * zero_cv[1]
assert results[64][0][2] / results[16][0][2] > 1.7
assert abs(results[64][1][2] / results[16][1][2] - 1) < 0.1

print("Reduced units: hbar = m = k_B = 1; 1D pressure is a force")
print(f"beta = {beta}, L = {L0}, v0 = {v0}, width = {s}, N = 2, d = 1")
print(f"3D single path, primitive: formula {prim3:.6f}, derivative {fd3[0]:.6f}")
print(f"3D single path, centroid:  formula {cv3:.6f}, derivative {fd3[1]:.6f}")
print(f"3D centroid form after moving one path by cells: {cv_moved:.6f}")
print(f"Classical ideal pressure N/(beta L): {2 / (beta * L0):.6f}")
print(f"Free particles, mean squared winding per particle: {w2_free:.6f}")
print(f"Free quantum pressure, plane waves: {free_pw:.6f}")
print(f"Free quantum pressure, winding formula: {free_wind:.6f}")
for P in p_ref:
    print(f"Interacting, transfer matrix, P = {P}: p = {p_ref[P]:.6f}")
print(f"Interacting, plane-wave diagonalization: p = {p_limit:.6f}")
print(f"Trotter error ratio, P = 16 to P = 32: {trotter_ratio:.3f}")
print(f"Independent sampled paths per P: {len(w)}")
for P in results:
    a, c = results[P]
    print(f"P = {P}: primitive p = {a[0]:.4f} +/- {a[1]:.4f}, spread {a[2]:.3f}")
    print(f"P = {P}: centroid  p = {c[0]:.4f} +/- {c[1]:.4f}, spread {c[2]:.3f}")
    print(f"P = {P}: free spring variance {spring_var[P]:.2f}, "
          f"chi-squared value {4 * (P - 1)}")
print("Parts at P = 16 (energy units, before division by d V):")
print(f"  primitive: N P/beta = {2 * 16 / beta:.4f}, spring = {part_means[0]:.4f}, "
      f"virial = {part_means[2]:.4f}")
print(f"  centroid: N/beta = {2 / beta:.4f}, winding = {part_means[1]:.4f}, "
      f"virial = {part_means[3]:.4f}")
print(f"P = 16, centroid form without winding term: {no_wind[0]:.4f} "
      f"+/- {no_wind[1]:.4f}")
print(f"P = 16, weight fraction with both windings zero: {zero_fraction:.4f}")
print(f"P = 16, zero winding, primitive: {zero_prim[0]:.4f} +/- {zero_prim[1]:.4f}")
print(f"P = 16, zero winding, centroid:  {zero_cv[0]:.4f} +/- {zero_cv[1]:.4f}")
print("checks complete")
```

It prints:

```
Reduced units: hbar = m = k_B = 1; 1D pressure is a force
beta = 2.0, L = 3.0, v0 = 2.0, width = 0.5, N = 2, d = 1
3D single path, primitive: formula 0.056936, derivative 0.056936
3D single path, centroid:  formula 0.024702, derivative 0.024702
3D centroid form after moving one path by cells: 0.024702
Classical ideal pressure N/(beta L): 0.333333
Free particles, mean squared winding per particle: 0.174878
Free quantum pressure, plane waves: 0.071016
Free quantum pressure, winding formula: 0.071016
Interacting, transfer matrix, P = 4: p = 0.411767
Interacting, transfer matrix, P = 8: p = 0.426861
Interacting, transfer matrix, P = 16: p = 0.431302
Interacting, transfer matrix, P = 32: p = 0.432452
Interacting, transfer matrix, P = 64: p = 0.432742
Interacting, plane-wave diagonalization: p = 0.432839
Trotter error ratio, P = 16 to P = 32: 3.973
Independent sampled paths per P: 200000
P = 4: primitive p = 0.4143 +/- 0.0020, spread 0.716
P = 4: centroid  p = 0.4119 +/- 0.0012, spread 0.458
P = 4: free spring variance 11.98, chi-squared value 12
P = 16: primitive p = 0.4310 +/- 0.0036, spread 1.357
P = 16: centroid  p = 0.4314 +/- 0.0012, spread 0.450
P = 16: free spring variance 60.11, chi-squared value 60
P = 64: primitive p = 0.4293 +/- 0.0072, spread 2.674
P = 64: centroid  p = 0.4319 +/- 0.0012, spread 0.449
P = 64: free spring variance 250.66, chi-squared value 252
Parts at P = 16 (energy units, before division by d V):
  primitive: N P/beta = 16.0000, spring = 15.5598, virial = -0.8527
  centroid: N/beta = 1.0000, winding = 0.7202, virial = -1.0144
P = 16, centroid form without winding term: 0.6715 +/- 0.0003
P = 16, weight fraction with both windings zero: 0.7100
P = 16, zero winding, primitive: 0.6930 +/- 0.0042
P = 16, zero winding, centroid:  0.6920 +/- 0.0004
checks complete
```
